# Negative event weights and the interference term of Bhabha scattering: test program

```python
"""
Result under test: a sample of events with weights +w or -w, a fraction f of
them negative and a Poisson number of events, needs R = 1/(1-2f)^2 times as
many events as a one-sign sample for the same relative error.
For the s-t interference of tree-level unpolarized Bhabha scattering (photon
exchange only) all weights are negative, so f = 1 and R = 1.

Symbols: s, t, u Mandelstam variables; m electron mass; x = cos(theta) of the
outgoing electron; tau = (1-x)/2; S(tau) squared diagrams, I(tau) magnitude of
the interference, with dsigma/dx = (pi alpha^2/s) (S - I) for m = 0.
Particles: 1 incoming electron, 2 incoming positron, 3 outgoing electron,
4 outgoing positron.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

# ---------- relative sign of the two diagrams from explicit Fock space ------
def annihilator(mode, number_of_modes=4):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = np.eye(1)
    for k in range(number_of_modes):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        result = np.kron(result, factor)
    return result

b1, d2, b3, d4 = [annihilator(k) for k in range(4)]
vacuum = np.zeros(16)
vacuum[0] = 1.0
initial = b1.T @ d2.T @ vacuum
final = b3.T @ d4.T @ vacuum
element_t = final @ (b3.T @ b1) @ (d2 @ d4.T) @ initial
element_s = final @ (d2 @ b1) @ (b3.T @ d4.T) @ initial
assert abs(element_t) == 1.0 and abs(element_s) == 1.0
relative_sign = element_s / element_t
assert relative_sign == -1.0

# ---------- spin sums from explicit Dirac spinors ---------------------------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
zero2 = np.zeros((2, 2))
gamma = [np.diag([1, 1, -1, -1]).astype(complex)]
gamma += [np.block([[zero2, sig], [-sig, zero2]]) for sig in pauli]
gamma = np.array(gamma)
metric = np.array([1.0, -1.0, -1.0, -1.0])

def spinors(p, m, antiparticle=False):
    norm = np.sqrt(p[0] + m)
    small = np.einsum('i,ijk->jk', p[1:], pauli) / norm
    large = norm * np.eye(2)
    stack = [small, large] if antiparticle else [large, small]
    return np.vstack(stack).T            # one row per spin state

def current(left, right):
    return np.array([left.conj() @ gamma[0] @ g @ right for g in gamma])

def spin_averages(s, m, x):
    """Squared diagrams and interference, both in units of e^4."""
    energy = np.sqrt(s) / 2
    mom = np.sqrt(energy**2 - m**2)
    sine = np.sqrt(1 - x**2)
    p1 = np.array([energy, 0, 0, mom])
    p2 = np.array([energy, 0, 0, -mom])
    p3 = np.array([energy, mom * sine, 0, mom * x])
    p4 = np.array([energy, -mom * sine, 0, -mom * x])
    t = np.sum(metric * (p1 - p3)**2)
    u = np.sum(metric * (p1 - p4)**2)
    squares = interference = 0.0
    for u1, v2, u3, v4 in itertools.product(
            spinors(p1, m), spinors(p2, m, True),
            spinors(p3, m), spinors(p4, m, True)):
        amp_t = np.sum(metric * current(u3, u1) * current(v2, v4)) / t
        amp_s = relative_sign * np.sum(
            metric * current(v2, u1) * current(u3, v4)) / s
        squares += (abs(amp_t)**2 + abs(amp_s)**2) / 4
        interference += 2 * (amp_t * np.conj(amp_s)).real / 4
    return squares, interference, t, u

def S(tau):
    return (1 + (1 - tau)**2) / tau**2 + (1 - tau)**2 + tau**2

def I(tau):
    return 2 * (1 - tau)**2 / tau

largest_deviation = 0.0
largest_interference = -np.inf
for s_over_m2 in (4.01, 5.0, 10.0, 100.0):
    for x in (-1.0, -0.9, -0.3, 0.2, 0.7, 0.95):
        _, inter, t, u = spin_averages(s_over_m2, 1.0, x)
        formula = 4 * (u - 2) * (u - 6) / (s_over_m2 * t)
        largest_deviation = max(largest_deviation, abs(inter / formula - 1))
        largest_interference = max(largest_interference, inter)
assert largest_deviation < 1e-9
assert largest_interference < 0
for x in (-0.9, -0.3, 0.2, 0.7, 0.95):
    squares, inter, _, _ = spin_averages(1.0, 0.0, x)
    tau = (1 - x) / 2
    assert abs(squares / (2 * S(tau)) - 1) < 1e-10
    assert abs(inter / (-2 * I(tau)) - 1) < 1e-10

# ---------- integrated rates in the acceptance ------------------------------
cos_cut = 0.8
tau_min, tau_max = (1 - cos_cut) / 2, (1 + cos_cut) / 2

def primitive_S(tau):
    return -2 / tau - 2 * np.log(tau) + 2 * tau - tau**2 + 2 * tau**3 / 3

def primitive_I(tau):
    return 2 * np.log(tau) - 4 * tau + tau**2

int_S = primitive_S(tau_max) - primitive_S(tau_min)
int_I = primitive_I(tau_max) - primitive_I(tau_min)
assert abs(int_S / quad(S, tau_min, tau_max)[0] - 1) < 1e-9
assert abs(int_I / quad(I, tau_min, tau_max)[0] - 1) < 1e-9

def cost_factor(f):
    return 1 / (1 - 2 * f)**2

f_combined = int_I / (int_S + int_I)
R_combined = cost_factor(f_combined)

# ---------- unweighted event stream by hit-or-miss --------------------------
rng = np.random.default_rng(20)
trials = 5_000_000
tau_trial = 1 / (1 / tau_min
                 - rng.random(trials) * (1 / tau_min - 1 / tau_max))
from_interference = rng.random(trials) < 0.5
signed_weight = tau_trial**2 * np.where(from_interference,
                                        -I(tau_trial), S(tau_trial))
weight_bound = 2.0
assert np.max(np.abs(signed_weight)) < weight_bound
accepted = rng.random(trials) * weight_bound < np.abs(signed_weight)
event_tau = tau_trial[accepted]
event_sign = np.sign(signed_weight[accepted])
interference_sign = np.sign(signed_weight[accepted & from_interference])
f_stream = np.mean(event_sign < 0)
f_interference = np.mean(interference_sign < 0)
R_interference = cost_factor(f_interference)
assert abs(f_stream - f_combined) < 2e-3
assert f_interference == 1.0

def scaled_relative_variance(values, counts):
    """Mean event number times relative variance of the signed sum."""
    edges = np.concatenate(([0], np.cumsum(counts)))
    assert edges[-1] <= len(values)
    running = np.concatenate(([0.0], np.cumsum(values)))
    sums = np.diff(running[edges])
    return np.mean(counts) * np.var(sums, ddof=1) / np.mean(sums)**2

experiments, mean_events = 20000, 100
R_measured = scaled_relative_variance(
    event_sign, rng.poisson(mean_events, experiments))
experiments_int, mean_events_int = 12000, 20
R_int_measured = scaled_relative_variance(
    interference_sign, rng.poisson(mean_events_int, experiments_int))
# Sampling error of a variance is about sqrt(2/experiments), 1 to 1.3 percent.
assert abs(R_measured / R_combined - 1) < 0.05
assert abs(R_int_measured / R_interference - 1) < 0.06

# Fixed event number: whole acceptance, then one narrow angular bin.
fixed_counts = np.full(experiments, mean_events)
fixed_measured = scaled_relative_variance(event_sign, fixed_counts)
fixed_formula = R_combined - 1
assert abs(fixed_measured / fixed_formula - 1) < 0.06
bin_lo, bin_hi = 0.4, 0.5
bin_S, bin_I = quad(S, bin_lo, bin_hi)[0], quad(I, bin_lo, bin_hi)[0]
p_bin = (bin_S + bin_I) / (int_S + int_I)
f_bin = bin_I / (bin_S + bin_I)
in_bin = (event_tau > bin_lo) & (event_tau < bin_hi)
bin_measured = scaled_relative_variance(event_sign * in_bin, fixed_counts)
bin_formula = cost_factor(f_bin) / p_bin - 1
assert abs(bin_measured / bin_formula - 1) < 0.08

# ---------- worked example --------------------------------------------------
root_s = 10.0                                                # GeV
alpha = constants.fine_structure
hbar_c = constants.hbar * constants.c / constants.e / 1e9    # GeV m
pb_per_inverse_GeV2 = hbar_c**2 / 1e-40
prefactor = np.pi * alpha**2 / root_s**2 * pb_per_inverse_GeV2
sigma_S = 2 * prefactor * int_S
sigma_I = -2 * prefactor * int_I
electron_GeV = constants.m_e * constants.c**2 / constants.e / 1e9
target = 0.01

def local_f(tau):
    return I(tau) / (S(tau) + I(tau))

peak = minimize_scalar(lambda tau: -local_f(tau), bounds=(tau_min, tau_max),
                       method='bounded', options={'xatol': 1e-10})
scan = np.linspace(tau_min, tau_max, 2001)
assert np.max(local_f(scan)) <= local_f(peak.x) + 1e-10

print(f"relative sign of s- and t-channel diagrams: {relative_sign:+.0f}")
print(f"largest relative deviation, spinors vs formula: "
      f"{largest_deviation:.1e}")
print(f"largest interference found, massive scan: "
      f"{largest_interference:.4f} e^4")
print(f"centre-of-mass energy: {root_s:.1f} GeV")
print(f"acceptance: |cos theta| <= {cos_cut:.1f}")
print(f"tau range: {tau_min:.1f} to {tau_max:.1f}")
print(f"fine-structure constant: {alpha:.9f}")
print(f"m^2/s: {electron_GeV**2 / root_s**2:.2e}")
print(f"prefactor pi alpha^2/s: {prefactor:.2f} pb")
print(f"integral of S over tau: {int_S:.5f}")
print(f"integral of I over tau: {int_I:.5f}")
print(f"cross section, squared diagrams: {sigma_S:.1f} pb")
print(f"cross section, interference: {sigma_I:.1f} pb")
print(f"cross section, sum: {sigma_S + sigma_I:.1f} pb")
print(f"interference alone, f: {f_interference:.4f}")
print(f"interference alone, R: {R_interference:.4f}")
print(f"interference alone, R from pseudo-experiments: "
      f"{R_int_measured:.3f}")
print(f"  pseudo-experiments: {experiments_int}, "
      f"mean events each: {mean_events_int}")
print(f"combined sample, f: {f_combined:.5f}")
print(f"combined sample, f from event stream: {f_stream:.5f}")
print(f"combined sample, 1-2f: {1 - 2 * f_combined:.5f}")
print(f"combined sample, R: {R_combined:.4f}")
print(f"combined sample, R from pseudo-experiments: {R_measured:.3f}")
print(f"  pseudo-experiments: {experiments}, "
      f"mean events each: {mean_events}")
print(f"target relative error: {target:.2f}")
print(f"events needed, interference alone: {R_interference / target**2:.0f}")
print(f"events needed, combined sample: {R_combined / target**2:.0f}")
print(f"fixed N, whole acceptance, N*rel.variance formula: "
      f"{fixed_formula:.4f}")
print(f"fixed N, whole acceptance, measured: {fixed_measured:.3f}")
print(f"bin cos theta range: {1 - 2 * bin_hi:.1f} to {1 - 2 * bin_lo:.1f}")
print(f"bin probability p: {p_bin:.5f}, bin f: {f_bin:.5f}")
print(f"fixed N, bin, N*rel.variance formula: {bin_formula:.2f}")
print(f"fixed N, bin, measured: {bin_measured:.2f}")
for x in (-0.8, -0.4, 0.0, 0.4, 0.8):
    f_here = local_f((1 - x) / 2)
    print(f"local values at cos theta = {x:+.1f}: f = {f_here:.4f}, "
          f"R = {cost_factor(f_here):.4f}")
print(f"largest local f: {local_f(peak.x):.4f} at cos theta = "
      f"{1 - 2 * peak.x:.3f}, R = {cost_factor(local_f(peak.x)):.4f}")
print("all tests passed")
```

Output:

```
relative sign of s- and t-channel diagrams: -1
largest relative deviation, spinors vs formula: 2.1e-15
largest interference found, massive scan: -0.0050 e^4
centre-of-mass energy: 10.0 GeV
acceptance: |cos theta| <= 0.8
tau range: 0.1 to 0.9
fine-structure constant: 0.007297353
m^2/s: 2.61e-09
prefactor pi alpha^2/s: 651.41 pb
integral of S over tau: 14.66866
integral of I over tau: 1.99445
cross section, squared diagrams: 19110.6 pb
cross section, interference: -2598.4 pb
cross section, sum: 16512.2 pb
interference alone, f: 1.0000
interference alone, R: 1.0000
interference alone, R from pseudo-experiments: 1.006
  pseudo-experiments: 12000, mean events each: 20
combined sample, f: 0.11969
combined sample, f from event stream: 0.11993
combined sample, 1-2f: 0.76062
combined sample, R: 1.7285
combined sample, R from pseudo-experiments: 1.706
  pseudo-experiments: 20000, mean events each: 100
target relative error: 0.01
events needed, interference alone: 10000
events needed, combined sample: 17285
fixed N, whole acceptance, N*rel.variance formula: 0.7285
fixed N, whole acceptance, measured: 0.731
bin cos theta range: 0.0 to 0.2
bin probability p: 0.05045, bin f: 0.16212
fixed N, bin, N*rel.variance formula: 42.41
fixed N, bin, measured: 43.27
local values at cos theta = -0.8: f = 0.0106, R = 1.0439
local values at cos theta = -0.4: f = 0.0840, R = 1.4445
local values at cos theta = +0.0: f = 0.1538, R = 2.0864
local values at cos theta = +0.4: f = 0.1601, R = 2.1641
local values at cos theta = +0.8: f = 0.0818, R = 1.4295
largest local f: 0.1667 at cos theta = 0.236, R = 2.2500
all tests passed
```
